# How silicon beneath thin oxide changes a silica particle's adhesion

**Question**

I am trying to estimate how strongly a silica abrasive particle sticks to a silicon wafer during cleaning after polishing. The particle is a sphere of 50 nm diameter, the wafer carries 1 nm of oxide, and I take a gap of 0.4 nm between the particle and the oxide. I want to know how much the silicon under the oxide matters, compared with the same particle on very thick oxide.

My Hamaker constants, all rough, are 65 zJ for silica, 200 zJ for silicon and 37 zJ for water (1 zJ = \(10^{-21}\) J). The sphere–plane force is \(AR/6D^2\), so I argued that the silicon starts at 1.4 nm instead of 0.4 nm and contributes in proportion to \((0.4/1.4)^2\). That gave me

\[
\left(\frac{200}{65}-1\right)\left(\frac{0.4}{1.4}\right)^2\approx 17\,\% .
\]

I doubt this, because water appears nowhere in it, and because using the energy instead of the force gives a different percentage. How is the layered calculation done properly from pair interactions, and how far can I trust it?

**Answer**

Your geometric idea is sound, but the Hamaker constants in your bracket are the wrong ones. The force on a silica particle involves silica–silicon pairs, not silicon–silicon pairs, and the water displaced by the particle has to be counted. Force and energy do respond differently, so "adhesion" must be specified. I use two measures: the van der Waals force \(F\) needed to pull the particle off at gap \(D\), and the work \(W\) needed to carry it from \(D\) to infinity.

The model is a smooth, rigid sphere of radius \(R\) facing flat layers with sharp boundaries. Atoms \(i\) and \(j\) have energy \(-C_{ij}/r^6\), without retardation, and \(C_{ij}=\sqrt{C_{ii}C_{jj}}\). The medium has uniform density right up to the surfaces. The letters p, m, f, s denote particle, medium, oxide film and silicon.

**One sphere and one half-space**

Start in vacuum. An atom at distance \(h\) from a thin sheet of thickness \(dh\) and number density \(\rho\) has the energy

\[
-C\rho\,dh\int_0^\infty\frac{2\pi r\,dr}{(r^2+h^2)^3}
=-\frac{\pi C\rho}{2h^4}\,dh .
\]

Adding the sheets from \(h=z\) to infinity gives \(-\pi C\rho/(6z^3)\) for an atom at height \(z\) above a half-space.

Now cut the sphere into horizontal slices. The slice at height \(z\) has area \(\pi(z-D)(b-z)\), where \(b=D+2R\) is the height of the top of the sphere. With \(A=\pi^2C\rho_p\rho\), the work of removal, which is minus the interaction energy, is

\[
W=\frac A6\int_D^b\frac{(z-D)(b-z)}{z^3}\,dz .
\]

The numerator is \(-z^2+(D+b)z-Db\). Integrating term by term,

\[
\int_D^b\frac{(z-D)(b-z)}{z^3}dz
=-\ln\frac bD+\frac{b^2-D^2}{Db}-\frac{b^2-D^2}{2Db}
=\frac12\left(\frac bD-\frac Db\right)+\ln\frac Db .
\]

Since \(b/D=1+2R/D\) and \(D/b=1-2R/b\), this equals

\[
e(D)=\frac RD+\frac R{D+2R}+\ln\frac D{D+2R},
\qquad W=\frac A6\,e(D).
\]

The attractive force is \(F=-dW/dD\). Because \(db/dD=1\),

\[
-\frac{de}{dD}=\frac R{D^2}+\frac R{b^2}-\frac1D+\frac1b
=\frac{R(b^2+D^2)}{D^2b^2}-\frac{2R}{Db}
=\frac{R(b-D)^2}{D^2b^2}.
\]

With \(b-D=2R\),

\[
F=\frac A6\,\varphi(D),\qquad
\varphi(D)=\frac{4R^3}{D^2(D+2R)^2}.
\]

For \(D\ll R\) this becomes your \(AR/6D^2\).

**What the medium does**

Give each material the strength \(n_j=\rho_j\sqrt{C_{jj}}\). The geometric-mean rule then makes every pair contribution a product of strengths, and the total energy is

\[
E=-\frac12\iint\frac{n(\mathbf x)\,n(\mathbf y)}{|\mathbf x-\mathbf y|^6}\,d^3x\,d^3y ,
\]

with a fixed short-distance cutoff that keeps the integral finite. Write \(n(\mathbf x)=n_m+\delta(\mathbf x)\), so that \(\delta\) vanishes in the medium. There are three kinds of term:

- The product \(n_m^2\) does not depend on where the bodies are.
- In the terms \(n_m\delta(\mathbf x)\), the integral over \(\mathbf y\) covers all space and has the same value for every \(\mathbf x\). They do not depend on \(D\) either.
- In the terms \(\delta(\mathbf x)\delta(\mathbf y)\), the parts within one body are constant. The parts joining particle and wall depend on \(D\).

So the vacuum formulas survive, with each strength replaced by its excess over the medium. Let \(a_j=\pi n_j=\sqrt{A_j}\), where \(A_j\) is the constant of material \(j\) against itself across vacuum. Then

\[
A_{pmj}=(a_p-a_m)(a_j-a_m).
\]

In vacuum \(a_m=0\), and the silica–silicon constant is \(\sqrt{65\times200}\approx114\) zJ. This is the number that should have replaced 200 zJ in your estimate for vacuum.

**The layered wall**

An oxide layer of thickness \(t\) is an oxide half-space starting at \(D\) minus one starting at \(D+t\). Silicon fills the space from \(D+t\) onward. Therefore

\[
F=\frac16\Big\{A_{pmf}\big[\varphi(D)-\varphi(D+t)\big]+A_{pms}\,\varphi(D+t)\Big\},
\]

and \(W\) has the same form with \(e\) in place of \(\varphi\). For very thick oxide, \(F_0=A_{pmf}\varphi(D)/6\). Subtracting and dividing,

\[
\frac{\Delta F}{F_0}=K\,\frac{\varphi(D+t)}{\varphi(D)}
=K\left[\frac{D(D+2R)}{(D+t)(D+t+2R)}\right]^2,
\qquad
\frac{\Delta W}{W_0}=K\,\frac{e(D+t)}{e(D)},
\]

\[
K=\frac{A_{pms}}{A_{pmf}}-1
=\frac{a_s-a_m}{a_f-a_m}-1
=\frac{a_s-a_f}{a_f-a_m}.
\]

The factor \(a_p-a_m\) has cancelled: within this model the percentage does not depend on what the particle is made of, provided \(a_p\neq a_m\). Here \(a_s>a_f>a_m\), so \(K>0\) and silicon strengthens the attraction.

Two limits are useful. For \(t\to0\) the geometric factors become 1, and the force is \(1+K\) times that on oxide, as it must be on bare silicon. For \(R\gg D+t\) the factors tend to \([D/(D+t)]^2\) for the force and \(D/(D+t)\) for the work. The work approaches its limit more slowly, because \(e(D)\) contains a logarithm beside the leading \(R/D\).

**Your numbers**

For \(R=25\) nm, \(D=0.4\) nm and \(t=1\) nm the geometric factors are 0.0785 for the force and 0.253 for the work. The large-sphere limits would be 0.0816 and 0.286, too large by 4 % and 13 % of the sphere values.

In water, \(A_{pmf}=3.92\) zJ and \(A_{pms}=15.95\) zJ, so

\[
K=\frac{15.95}{3.92}-1=3.07,\qquad
\frac{\Delta F}{F_0}=3.07\times0.0785=24\,\% ,\qquad
\frac{\Delta W}{W_0}=3.07\times0.253=78\,\% .
\]

The force rises from 100 to 125 pN, that is, from \(1.00\times10^{-10}\) to \(1.25\times10^{-10}\) N. The work rises from 38 to 68 zJ, or from 9 to 16 \(k_BT\) at 298 K.

In vacuum, \(K=114/65-1=0.754\). The force change is \(0.754\times0.0785=5.9\,\%\), from 1666 to 1765 pN, and the work change is 19 %.

Water therefore raises the percentage while lowering the absolute contribution: silicon adds 99 pN in vacuum but 24 pN in water. The added force is proportional to \((a_p-a_m)(a_s-a_f)\), in which the medium reduces one factor. The force on thick oxide is proportional to \((a_p-a_m)(a_f-a_m)\), in which it reduces both. Water nearly matches silica, so the oxide loses most of its attraction, while the difference between silicon and oxide stays as it was.

The work changes more than the force because it collects the force along the whole way out. As the particle recedes, the distances to the oxide surface and to the silicon become more nearly equal, and silicon supplies a growing share.

With everything else fixed, the force change in water is 60 % for 0.5 nm of oxide, 8 % for 2 nm and 1.4 % for 5 nm. It falls to 1 % at 5.9 nm; in vacuum this happens at 2.9 nm.

The small difference \(a_f-a_m\) in the denominator also makes the wet result sensitive to the input. Changing the silica constant to 60 or 70 zJ, with silicon and water held fixed, gives 30 % or 20 %.

**How far to trust pairwise addition**

Condensed materials do not interact pair by pair. Lifshitz theory instead uses their permittivities \(\varepsilon_j(i\xi)\) at imaginary frequencies. I take its planar, non-retarded free energy per area as the starting point:

\[
G=\frac{k_BT}{2\pi}\sum_{n\ge0}{}^{'}\int_0^\infty k\,dk\,
\ln\!\left(1-r_{mp}\,r_w\,e^{-2kD}\right),
\]

\[
r_{ij}=\frac{\varepsilon_j-\varepsilon_i}{\varepsilon_j+\varepsilon_i},\qquad
r_w=\frac{r_{mf}+r_{fs}e^{-2kt}}{1+r_{mf}r_{fs}e^{-2kt}} .
\]

The prime halves the \(n=0\) term, and \(\xi_n=2\pi nk_BT/\hbar\). For a large sphere the force is proportional to \(G\), so the ratio of two values of \(G\) gives the force change.

The pairwise result is contained in this. If all permittivities are close to 1, then \(r_{ij}\approx(\varepsilon_j-\varepsilon_i)/2\), the logarithm reduces to its first term, and the denominator of \(r_w\) becomes 1. Using \(\int_0^\infty k\,e^{-2kg}dk=1/(4g^2)\),

\[
G\approx-\frac{k_BT}{8\pi}\sum_n{}^{'}\,r_{mp}\left[\frac{r_{mf}}{D^2}+\frac{r_{fs}}{(D+t)^2}\right].
\]

If the materials also share one frequency dependence, the ratio of the two terms is \(K[D/(D+t)]^2\), with \(K\) formed from the strengths of their responses.

Real silica, water and silicon are not dilute. I modelled each with one electronic oscillator, \(\varepsilon=1+S/[1+(\hbar\xi/E)^2]\), and a separate static permittivity. The rough values of \((\varepsilon_{\rm static},S,E)\) are (3.9, 1.1, 13 eV) for silica, (11.7, 10.7, 4.3 eV) for silicon and (80, 0.78, 12.5 eV) for water. Without the static term, this model's own Hamaker constants are 61, 244 and 35 zJ for silica, silicon and water. The force changes for a large sphere are then:

| Calculation | Water | Vacuum |
|---|---|---|
| Pairwise, model's constants | 33 % | 8.1 % |
| Lifshitz, no static term | 33 % | 8.6 % |
| Lifshitz, all terms | 19 % | 8.5 % |
| The same, retarded | 18 % | 8.4 % |

The first two rows nearly agree, so for these materials replacing pairwise addition has a small net effect at electronic frequencies. This is partly a cancellation in the ratio: the electronic silica–water–silica constant itself is about a tenth larger in Lifshitz theory than the geometric-mean rule gives. The large correction in water comes from the static term. There \(r_{mf}=(3.9-80)/83.9=-0.91\), which gives a strong silica–silica attraction across water. Expanding the logarithm for thick oxide and comparing with \(G=-A/(12\pi D^2)\), its contribution to the Hamaker constant is

\[
\frac34k_BT\sum_{q\ge1}\frac{(0.907)^{2q}}{q^3}\approx2.9\ \text{zJ}
\]

out of a total of 7.1 zJ. That total is about 1.8 times the 3.92 zJ used above, so the absolute forces and works quoted for water, which omit this term, are likely too low. This enlarges the reference force and dilutes the change from 33 % to about \(33\times(7.1-2.9)/7.1\approx20\,\%\). The small remaining drop arises because \(r_{fs}=(11.7-3.9)/15.6=+0.5\) has the opposite sign to \(r_{mf}\). In the static term, silicon therefore slightly weakens the attraction.

**Comparison with a real wafer**

A silica abrasive of some tens of nanometres and about a nanometre of oxide on silicon are realistic for wafer cleaning, but the constants here are rough. The least secure assumption is uniform water: a 0.4 nm gap holds little more than one layer of molecules. I have not put a number on that, nor on roughness or hydration forces, which could change the effective gap or the force itself. The corrections I can size are these:

- **Surface charge.** Suppose both surfaces are held at 50 mV in 1 mM salt, where the Debye length \(1/\kappa\) is 9.7 nm. The linear equation \(\psi''=\kappa^2\psi\) gives the midplane potential \(\psi_0/\cosh(\kappa D/2)\) and the pressure \(\tfrac12\varepsilon_0\varepsilon\kappa^2\psi_0^2/\cosh^2(\kappa D/2)\), with \(\varepsilon=80\). Integrating over the gap from \(D\) to infinity and multiplying by \(2\pi R\) for a large sphere gives a repulsion \(2\pi R\,\varepsilon_0\varepsilon\kappa\psi_0^2[1-\tanh(\kappa D/2)]=28\) pN. This is only a size estimate: 50 mV is about twice \(k_BT/e\), so the linear equation is approximate, and so is the large-sphere formula at a radius of 2.6 Debye lengths. The second matters more: the nonlinear Poisson–Boltzmann equation moves the large-sphere value only to about 30 pN, while summing its planar pressure over the facing hemisphere gives about 17 pN, which would turn the 33 % found below into about 29 %. The assumption of fixed potential matters much more. If the surfaces kept their charge instead as they approach, the counterions confined in the narrow gap could make the repulsion as large as the van der Waals attraction. The net pull-off force could then vanish, and a percentage change of it would have no meaning. For fixed potential, and the same 28 pN repulsion on both wafers, the net force rises from 72 to 97 pN, and the same 24 pN from silicon becomes a 33 % change.

- **Elastic flattening.** A contact force of order \(Rw\), with \(w\) the adhesion energy per area, balances an elastic force of order \(E^*R^{1/2}\delta^{3/2}\) at indentation \(\delta\sim(Rw^2/E^{*2})^{1/3}\). For a rough contact modulus \(E^*=40\) GPa and the vacuum value \(w=11\) mJ/m², this scaling gives \(\delta/D\approx0.03\), or about 0.09 with the numerical factors of Hertz's formula and a load of \(2\pi Rw\). At the accuracy sought here, a rigid sphere is adequate if the contact stays elastic.

For the constants you gave, the pairwise answer in water is thus a 24 % increase in pull-off force. With the oxide kept at 1 nm and any surface charge treated at fixed potential, the variations above, made one at a time, put it between roughly 18 % and 33 %. This is a spread of estimates and not a bound: a silica constant of 60 zJ together with the 28 pN repulsion would give 50 %. The 78 % increase in work concerns the van der Waals part alone. It rests on the same additive model and omits the static term's separate contribution, which lowers the percentage here as it does for the force, so I would use it only as a rough indication of size for that part. It does not describe the total work when the surfaces are charged as supposed above: in the same large-sphere, fixed-potential estimate, integrating that repulsion from \(D\) to infinity gives \(4\pi R\,\varepsilon_0\varepsilon\psi_0^2\ln(1+e^{-\kappa D})\approx370\) zJ, which outweighs the van der Waals work of 38 to 68 zJ. The main values are in the numerical output below.

## Calculated quantities

```
particle radius R = 25.0 nm, gap D = 0.4 nm
oxide thickness t = 1.0 nm, temperature = 298 K
Hamaker constants: silica 65, silicon 200, water 37 zJ
geometric factor, force: 0.07849
geometric factor, work: 0.25345
large-R factors: force 0.08163, work 0.28571
[water] A(oxide) = 3.918 zJ, A(silicon) = 15.953 zJ
[water] contrast ratio K = 3.0714
[water] force: thick oxide 100.4 pN, coated Si 124.6 pN
[water] force change = 24.2 pN = 24.1 %
[water] work: thick oxide 38.0 zJ, coated Si 67.5 zJ
[water] work in kT: 9.2 and 16.4
[water] work change = 29.6 zJ = 77.8 %
[water] oxide for 1 % force change = 5.88 nm
[vacuum] A(oxide) = 65.000 zJ, A(silicon) = 114.018 zJ
[vacuum] contrast ratio K = 0.7541
[vacuum] force: thick oxide 1665.9 pN, coated Si 1764.6 pN
[vacuum] force change = 98.6 pN = 5.9 %
[vacuum] work: thick oxide 630.1 zJ, coated Si 750.5 zJ
[vacuum] work in kT: 153.1 and 182.4
[vacuum] work change = 120.4 zJ = 19.1 %
[vacuum] oxide for 1 % force change = 2.89 nm
[water] force change at t = 0.5 nm: 59.5 %
[water] force change at t = 0.8 nm: 33.1 %
[water] force change at t = 1.2 nm: 18.3 %
[water] force change at t = 2.0 nm: 7.9 %
[water] force change at t = 5.0 nm: 1.4 %
[water] force change if A(silica) = 60 zJ: 30.2 %
[water] force change if A(silica) = 70 zJ: 19.8 %
Lifshitz model (static permittivity, strength, energy in eV):
  silica (3.9, 1.1, 13.0), silicon (11.7, 10.7, 4.3), water (80.0, 0.78, 12.5)
  constants without static term: silica 61.4, silicon 244.4, water 34.8 zJ
  [water] force change, pairwise with these: 32.8 %
  [water] Lifshitz, no static term: 33.2 %
  [water] Lifshitz, all terms: 18.9 %
  [water] Lifshitz, all terms, retarded: 18.4 %
  [vacuum] force change, pairwise with these: 8.1 %
  [vacuum] Lifshitz, no static term: 8.6 %
  [vacuum] Lifshitz, all terms: 8.5 %
  [vacuum] Lifshitz, all terms, retarded: 8.4 %
  silica-water-silica constant, all terms: 7.11 zJ
salt 1 mM, surface potential 50 mV, Debye length 9.71 nm
double-layer repulsion at D = 28.1 pN
contact modulus 40 GPa, flat adhesion in vacuum 11.44 mJ/m2
Tabor parameter in vacuum = 0.032
```
